# Smearing entropy and stationary occupations for general broadened delta functions

## 1. Definitions and conventions

A Brillouin-zone sum runs over states $i=(n,k)$ with energies $\varepsilon_i$, occupations $f_i$ and fixed weights $w_i$ (k-point weight times spin degeneracy), so that $N=\sum_i w_if_i$. The smearing width $\sigma>0$ is an energy, and entropies are dimensionless. A broadened delta function $d(x)$ is continuous with $\int d\,dx=1$. Its moments are $M_n=\int t^n d(t)\,dt$, and it need not be even or positive. Define

$$f(x)=\int_{-\infty}^x d(t)\,dt,\qquad S(x)=-\int_{-\infty}^x t\,d(t)\,dt .$$

Large positive $x$ means a full state. The variable $x$ labels an occupation and is free until a stationarity condition fixes it. The claim, known under the names De Vita–Gillan and Weinert–Davenport, is that $F=E-\sigma\sum_i w_iS(x_i)$ with $f_i=f(x_i)$ is stationary in the occupations at fixed $N$ when $x_i=(\mu-\varepsilon_i)/\sigma$. It needs conditions on $d$, which appear below as they arise.

## 2. One level, Fermi–Dirac

Take one level of fixed energy $\varepsilon$ exchanging electrons with a reservoir at chemical potential $\mu$, with the mixing entropy $S=-f\ln f-(1-f)\ln(1-f)$. Then $dS/df=-\ln f-1+\ln(1-f)+1=\ln\frac{1-f}{f}$, and $\omega=(\varepsilon-\mu)f-\sigma S$ has

$$\frac{d\omega}{df}=\varepsilon-\mu-\sigma\ln\frac{1-f}{f}.$$

Write $f=1/(1+e^{-x})$, so that $(1-f)/f=e^{-x}$ and $dS/df=-x$. The zero of $d\omega/df=\varepsilon-\mu+\sigma x$ is $x=(\mu-\varepsilon)/\sigma$. Only the relation $dS/df=-x$ was used. With $d=df/dx=f(1-f)$ it reads $dS/dx=-x\,d$, and since the mixing entropy vanishes at $f=0$ it equals $-\int_{-\infty}^x t\,d\,dt$.

## 3. One level, general $d$

The definitions give $df/dx=d$ and $dS/dx=-x\,d$. On an interval of $x$ where $d\neq0$, called a branch, $f(x)$ is invertible and the chain rule gives

$$\frac{dS}{df}=\frac{-x\,d}{d}=-x,\qquad \frac{d\omega}{df}=\varepsilon-\mu+\sigma x .$$

So on a branch $\omega$ is stationary exactly when $x=x_0\equiv(\mu-\varepsilon)/\sigma$.

The converse fixes $S$. Let $\tilde S(x)$ be any differentiable candidate and demand stationarity at $x_0$ for every $\varepsilon$. Then $(\varepsilon-\mu)\,d(x_0)-\sigma\tilde S'(x_0)=0$, and $\varepsilon-\mu=-\sigma x_0$ turns this into $\tilde S'(x_0)=-x_0d(x_0)$ for all real $x_0$. Hence $\tilde S=S+\text{const}$, and the constant is zero if empty states carry no entropy.

The limits of an empty and a full state test this stage. The empty limit needs $\int_{-\infty}t\,d\,dt$ to converge. For the Lorentzian $d=1/[\pi(1+t^2)]$ with lower cutoff $-L$, $S(0)=\ln(1+L^2)/2\pi$, which grows by $\ln 10/\pi$ per decade at large $L$. Quadrature gives 1.4659, 2.1988, 2.9317 for $L=10^2,10^3,10^4$, a step of 0.7329. The slope $-x$ survives, but no constant makes $S$ vanish for empty states. From here on $\int|t\,d|\,dt$ is finite. The full limit is $S(+\infty)=-M_1$, so full states carry no entropy only if $M_1=0$. If also $d\ge0$, then $S\ge0$: for $x\le0$ the integrand $-t\,d$ is non-negative, and for $x>0$ one has $S(x)=-M_1+\int_x^\infty t\,d\,dt\ge0$.

At the stationary point $\omega=-\sigma(x_0f+S)$. Since $\frac{d}{dx}(xf+S)=f+xd-xd=f$, and $|xf|\le\int_{-\infty}^x|t\,d|\,dt\to0$ as $x\to-\infty$,

$$\omega=-\sigma\int_{-\infty}^{x_0}f(t)\,dt .$$

This gives $\partial\omega/\partial\mu=-f$, and for Fermi–Dirac it is $-\sigma\ln(1+e^{x_0})$.

## 4. Four schemes

Three antiderivatives are needed: $\int te^{-t^2}dt=-\tfrac12e^{-t^2}$, and by parts $\int t^2e^{-t^2}dt=-\tfrac12te^{-t^2}+\tfrac12\int e^{-t^2}dt$ and $\int t^3e^{-t^2}dt=-\tfrac12(t^2+1)e^{-t^2}$. Averages with weight $e^{-t^2}/\sqrt\pi$ follow by repeated parts: $\langle t^2\rangle=\tfrac12$, $\langle t^4\rangle=\tfrac34$, $\langle t^6\rangle=\tfrac{15}8$, odd powers zero. Let $\Phi(x)=\tfrac12(1+\operatorname{erf}x)$.

Fermi–Dirac: $d$ is even, so $M_1=M_3=0$. For $t>0$, $d=\sum_{n\ge1}(-1)^{n+1}ne^{-nt}$, and $\int_0^\infty t^2e^{-nt}dt=2/n^3$ gives $M_2=4\sum(-1)^{n+1}/n^2=\pi^2/3$.

Gaussian: $d=e^{-x^2}/\sqrt\pi$, $f=\Phi$, $S=e^{-x^2}/2\sqrt\pi$, $M_2=\tfrac12$.

First-order Methfessel–Paxton (MP1): $d=(\tfrac32-x^2)e^{-x^2}/\sqrt\pi$. Then $f=\tfrac32\Phi-\tfrac12\Phi+xe^{-x^2}/2\sqrt\pi=\Phi+xe^{-x^2}/2\sqrt\pi$, and

$$S=\frac{e^{-x^2}}{\sqrt\pi}\Big[\tfrac34-\tfrac12(x^2+1)\Big]=\frac{(1-2x^2)e^{-x^2}}{4\sqrt\pi}.$$

Its moments are $M_1=M_3=0$, $M_2=\tfrac34-\tfrac34=0$, $M_4=\tfrac98-\tfrac{15}8=-\tfrac34$.

Cold smearing: with $c=1/\sqrt2$ and $y=x-c$, $d=(2-\sqrt2x)e^{-y^2}/\sqrt\pi=(1-\sqrt2y)e^{-y^2}/\sqrt\pi$, so $f=\Phi(y)+e^{-y^2}/\sqrt{2\pi}$. Because $\sqrt2c=1$, $(y+c)(1-\sqrt2y)=c-\sqrt2y^2$. Integrating, the $\Phi$ terms $c\,\Phi-\tfrac{\sqrt2}2\Phi$ cancel, which also shows $M_1=0$, and

$$S=-\frac{\sqrt2\,y\,e^{-y^2}}{2\sqrt\pi}=\frac{(1-\sqrt2x)e^{-y^2}}{2\sqrt\pi}.$$

Multiplying $c-\sqrt2y^2$ by further factors $y+c$ gives $M_2=c(c-\tfrac{\sqrt2}2)=0$ and $M_3=\langle(y^2+c^2)(c-\sqrt2y^2)\rangle=\tfrac c2-\tfrac{3\sqrt2}4+\tfrac c2-\tfrac{\sqrt2}4=-c=-0.70711$.

The numerical check that follows the text tests the closed forms of $f$ and $S$, the values of $M_0$, $M_1$, $M_2$ and the identity for $\omega$ against quadrature.

## 5. When $d$ changes sign

For MP1, $d=0$ at $x=\pm\sqrt{3/2}=\pm1.2247$, and for cold smearing at $x=\sqrt2$. These are turning points of $f(x)$, and of $S(x)$ too, since $S'=-xd$. There MP1 reaches $f=-0.0355$ and $1.0355$ with $S=-0.0629$, and cold smearing reaches $f=1.0833$ with $S=-0.1711$. An occupation slightly above one is then attained at two values of $x$ with different slopes $-x$, so $S$ is not a single-valued function of $f$ and the statement holds branch by branch. (The printed Fermi–Dirac extremes of $f$ and $S$ are values at the ends of a scan over $|x|\le6$, not extrema.)

With $x$ as the variable,

$$\frac{d\omega}{dx}=\sigma\,d(x)\,(x-x_0).$$

Zeros of $d$ are extra stationary points in $x$. They are not stationary in $f$ unless they coincide with $x_0$, because $d\omega/df\to\sigma(x-x_0)$ there. The curvature follows from $dx/df=1/d$:

$$\frac{d^2\omega}{df^2}=\frac{\sigma}{d(x)} .$$

The point $x_0$ is a minimum if $d(x_0)>0$ and a maximum if $d(x_0)<0$. For MP1 with $x_0=1.8$ the product $d\,(x-x_0)$ has the signs $+,-,+,-$ on the four intervals cut by $-1.2247$, $1.2247$ and $1.8$, so these points are a maximum, a minimum and a maximum. A grid scan tests this, and tests that the Gaussian has one minimum at 1.8.

## 6. Many levels in a mean field

Let $E=\sum_jw_jf_j\langle\psi_j|h_0|\psi_j\rangle+E_{\rm int}[n]$, with site densities $n_s=\sum_jw_jf_j|\psi_j(s)|^2$ and $E_{\rm int}$ differentiable, as in Hartree or Kohn–Sham theory. Put $H=h_0+v$ with $v_s=\partial E_{\rm int}/\partial n_s$. For given $f$ the orbitals are relaxed to normalized eigenvectors, $H\psi_j=\varepsilon_j\psi_j$, assumed to vary smoothly with $f$. A first-order change gives $\delta E_{\rm int}=\sum_sv_s\,\delta n_s$, which combines with the $h_0$ term:

$$\delta E=\sum_jw_j\,\delta f_j\langle\psi_j|H|\psi_j\rangle+\sum_jw_jf_j\big(\langle\delta\psi_j|H|\psi_j\rangle+\text{c.c.}\big).$$

The second bracket equals $\varepsilon_j\,\delta\langle\psi_j|\psi_j\rangle=0$. This leaves Janak's relation $\partial E/\partial f_i=w_i\varepsilon_i$, although every $\varepsilon_j$ depends on all occupations. With a multiplier $\mu$ for $N$ and each $x_i$ on a branch,

$$\frac{\partial(F-\mu N)}{\partial f_i}=w_i\,(\varepsilon_i-\mu+\sigma x_i),$$

which vanishes for all $i$ exactly when $x_i=(\mu-\varepsilon_i)/\sigma$, and then $f_i=f\big((\mu-\varepsilon_i)/\sigma\big)$. If $d$ changes sign, moving one state to another branch at the same $f_i$ and the same $\mu$ changes $x_i$, so this derivative no longer vanishes. For $E_{\rm int}=0$ this is one copy of section 3 per state.

A transfer $f_a\to f_a+h$, $f_b\to f_b-h$ between states of equal weight $w$ conserves $N$. The entropy term contributes $+\sigma wx_a$ from $a$ and $-\sigma wx_b$ from $b$ to the slope, and $dx_a/dh=1/d_a$, $dx_b/dh=-1/d_b$, so

$$F'=w(\varepsilon_a-\varepsilon_b)+\sigma w(x_a-x_b),\qquad F''=E''+w\sigma\Big(\frac1{d_a}+\frac1{d_b}\Big).$$

The Hessian of $F$ is that of $E$ plus the diagonal $w_i\sigma/d_i$. It is positive definite if all $d_i>0$ and $E$ is convex in $f$. At fixed $d_b$ and $E''$, $F''$ becomes large and negative as $d_a\to0$ from below.

The test model is a chain with sites A and B per cell and round parameters. The Bloch matrix $h_0(k)$ has diagonal $\pm\Delta$ and off-diagonal element $(t+\alpha u)+(t-\alpha u)e^{ik}$. An on-site repulsion $Un_\uparrow n_\downarrow$ with $n_\uparrow=n_\downarrow=n_s/2$ gives $E_{\rm int}=U(n_A^2+n_B^2)/4$ and $v_s=Un_s/2$. The values are $t=1$ eV, $\alpha=2$ eV/Å, $u=0.1$ Å, $\Delta=0.5$ eV, $U=2$ eV, $N=1.2$ per cell, $\sigma=0.2$ eV (2321 K as a Fermi–Dirac temperature) and 12 points $k=2\pi(j+\tfrac12)/12$, so $w=2/12$ and $w\sigma=1/30$ eV. Self-consistency is solved for $m=n_A-n_B$. States $a$ and $b$ lie in the lower band at $k=75^\circ$ and $105^\circ$. Energies are per cell, and the digits serve to compare two computations of the same model.

For the Gaussian, $\mu=-0.67672$ eV, $m=-0.25849$, and $F=-1.769776-0.2\times0.098671=-1.78951$ eV. State $a$ has $x_a=(-0.67672+1.04754)/0.2=1.8541$, and a finite difference of $E$ with relaxed orbitals gives $\partial E/\partial f_a=-0.174590$ eV, equal to $w\varepsilon_a=-1.04754/6$. The two parts of the slope are

$$w(\varepsilon_a-\varepsilon_b)=\frac{-1.04754+0.71169}{6}=-0.055975\ \text{eV},$$

$$\sigma w(x_a-x_b)=\frac{1.85409-0.17483}{30}=+0.055975\ \text{eV}.$$

The program moves the occupation, relaxes the orbitals, inverts $f(x)$ on the local branch and tests $|F'|<10^{-7}$ eV for all four schemes. The control keeps the Gaussian occupations $f_a=0.99563$, $f_b=0.59764$ and uses the mixing entropy, whose slopes $\ln\frac{1-f}f$ are $-5.43$ and $-0.40$. Then $F'=-0.0560+(5.43-0.40)/30=+0.112$ eV (computed: 0.11179 eV), so along this transfer the mismatched entropy is not stationary, consistent with the converse.

The entropy curvatures $w\sigma(1/d_a+1/d_b)$ are:

- Gaussian: $(1/0.01813+1/0.54721)/30=1.90$ eV
- MP1: $(-1/0.03857+1/0.82659)/30=-0.824$ eV
- cold: $(-1/0.09391+1/0.74917)/30=-0.310$ eV

Fermi–Dirac gives 0.4517 eV. In this direction $E''$ is positive and about $3\times10^{-5}$ eV, and the finite-difference $F''$ is tested against the formula to $10^{-4}$ of the entropy term, a tolerance comparable to or larger than $E''$, so the test bears on the entropy term. For MP1 and cold smearing, state $a$ is overfilled ($f_a=1.01451$ and $1.05227$) and $F$ is a maximum along this transfer. A rising direction also exists. Since $h_0(-k)=h_0(k)^*$, state $b$ and its partner at $-k$ have equal energies and equal $|\psi(s)|^2$, so a transfer between them changes neither the density nor $E$, and $F''=2w\sigma/d_b>0$. The self-consistent solution is therefore a saddle point of $F$ in these two schemes, and a downhill search in the occupations would leave it.

## 7. Forces and the derivative in $\sigma$

Let $h_0$ depend on a parameter $\lambda$, with basis, weights and $N$ fixed, and follow the self-consistent solution. The variation of section 6 gains an explicit term:

$$\frac{dE}{d\lambda}=\sum_iw_if_i\Big\langle\psi_i\Big|\frac{\partial h_0}{\partial\lambda}\Big|\psi_i\Big\rangle+\sum_iw_i\varepsilon_i\frac{df_i}{d\lambda}.$$

For $S_{\rm tot}=\sum w_iS(x_i)$, use $dS=-x\,d\,dx=-x\,df$, which involves no division by $d$ and so no branches:

$$\sigma\frac{dS_{\rm tot}}{d\lambda}=-\sigma\sum_iw_ix_i\frac{df_i}{d\lambda}=\sum_iw_i(\varepsilon_i-\mu)\frac{df_i}{d\lambda}=\sum_iw_i\varepsilon_i\frac{df_i}{d\lambda}.$$

The last step uses $\sum w_i\,df_i/d\lambda=dN/d\lambda=0$. Subtracting, $dF/d\lambda$ is the Hellmann–Feynman term alone. A basis that moves with $\lambda$ adds terms not treated here. If every level lies many $\sigma$ from $\mu$ and $d$ decays rapidly, $df_i/d\lambda=d(x_i)\,dx_i/d\lambda$ is negligible and the slopes of $E$ and $F$ agree. A gap much larger than $\sigma$ does not by itself ensure this: for cold smearing $f>0$ everywhere and $f>1$ for $x>\sqrt2$, so with $\mu$ deep in the gap the count exceeds $N$, and the exact constraint places $\mu$ near the top of the filled band. For $\lambda=\sigma$, $h_0$ has no explicit dependence, the two sums cancel in the same way, and the prefactor in $-\sigma S_{\rm tot}$ leaves $dF/d\sigma=-S_{\rm tot}$.

In the chain, $\partial h_0/\partial u$ has off-diagonal element $\alpha(1-e^{ik})$. For the Gaussian both the Hellmann–Feynman term and the finite-difference $dF/du$ are $-0.321507$ eV/Å, an electronic force of $0.5151$ nN (the model has no elastic term). The slope of $E$ is $-0.321507+0.016133=-0.305374$ eV/Å. Relative to $|dF/du|$ the extra term is 5% here, $0.205614/0.411786=50\%$ for Fermi–Dirac, and of opposite sign for MP1 ($-0.026621$ eV/Å) and cold smearing ($-0.025678$ eV/Å). The level spacing of the 12-point mesh near $\mu$ ($\varepsilon_b-\varepsilon_a\approx0.34$ eV) exceeds $\sigma$. The Fermi–Dirac values are nevertheless converged in k, but the others are not: on a dense mesh $dF/du$ becomes $-0.319$ eV/Å (Gaussian) and $-0.305$ eV/Å (MP1 and cold), and the extra term becomes $0.028$ eV/Å (9%), $-0.0023$ eV/Å and $-0.0027$ eV/Å. Consistency with $F$ does not make the force independent of the scheme: at this width and mesh $dF/du$ runs from $-0.412$ eV/Å (Fermi–Dirac) to $-0.312$ eV/Å (cold). Both force identities and $dF/d\sigma=-S_{\rm tot}$ (Gaussian: $-0.098671$) are tested for all four schemes.

## 8. Small $\sigma$ on a converged mesh

Assume a mesh with level spacing well below $\sigma$, a density of states $g(\varepsilon)$ smooth over many $\sigma$ around $\mu$, $M_1=0$, a rapidly decaying $d$, and a self-consistent solution that tends smoothly to the unsmeared one of energy $E_0$. With $\varepsilon=\mu-\sigma x$ and a Taylor expansion of $g$,

$$S_{\rm tot}=\sigma\int g(\mu-\sigma x)S(x)\,dx=\sigma\sum_n\frac{(-\sigma)^n g^{(n)}}{n!}\int x^nS\,dx .$$

By parts, with $S'=-xd$ and no boundary term because $S(\pm\infty)=0$, $\int x^nS\,dx=M_{n+2}/(n+1)$. Thus

$$S_{\rm tot}=gM_2\sigma-\tfrac12g'M_3\sigma^2+\tfrac16g''M_4\sigma^3-\dots$$

Here $g$ is taken at the current $\mu$ and potential. Replacing these by their $\sigma=0$ values alters only terms beyond the first nonzero one. Integrating $dF/d\sigma=-S_{\rm tot}$ from $F(0)=E_0$, and using $E=F+\sigma S_{\rm tot}$, gives to leading order

$$F=E_0-\tfrac12gM_2\sigma^2,\qquad E=E_0+\tfrac12gM_2\sigma^2,$$

so $(E+F)/2$ has no $\sigma^2$ term. If $M_2=0$ the first term is $F-E_0=g'M_3\sigma^3/6$ for cold smearing and $-g''M_4\sigma^4/24$ for MP1. For a pure power $F-E_0\propto\sigma^p$, $E-E_0=(1-p)(F-E_0)$ and the mean is off by $(1-p/2)(F-E_0)$, which vanishes only for $p=2$. On a coarse mesh, or with a band edge within a few $\sigma$ of $\mu$, the expansion does not apply.

In the chain at $\sigma=0$ the lower band is filled for $|k|<k_F$, with $N=2\cdot2k_F/2\pi$, so $k_F=108^\circ$. Quadrature over this interval gives $E_0=-1.78081721$ eV. Two spins and two Fermi points give $g=4/(2\pi|d\varepsilon/dk|)=2/(\pi\times0.71627)=0.88880$ eV$^{-1}$. At $\sigma=0.02$ eV on 2000 k-points the law predicts $0.8888\times0.5\times0.02^2/2=8.888\times10^{-5}$ eV for the Gaussian, against $F-E_0=-8.889\times10^{-5}$ and $E-E_0=8.890\times10^{-5}$ eV, with the mean off by $6.1\times10^{-9}$ eV. For Fermi–Dirac it predicts $0.8888\times3.28987\times0.02^2/2=5.848\times10^{-4}$ eV, against $-5.852\times10^{-4}$ and $5.860\times10^{-4}$ eV. These are tested to 1% of the predicted shift.

For MP1 and cold smearing $F-E_0$ is $6.668\times10^{-9}$ and $2.908\times10^{-7}$ eV. The exponents from $\sigma=0.01$ and $0.02$ eV are 4.00 and 3.03, in line with $p=4$ and $p=3$, although the test asks only for $p>2.5$ and a shift below 2% of the Gaussian one. For MP1, $E-E_0=-2.002\times10^{-8}$ eV is $-3.00$ times $F-E_0$, and the mean is off by $-6.7\times10^{-9}$ eV, as far from $E_0$ as $F$ itself.

## Computed results

```
FD: M1=0.00000 M2=3.28987 M3=0.00000 min f=0.0025 max f=0.9975 min S=0.0173
Gauss: M1=0.00000 M2=0.50000 M3=0.00000 min f=0.0000 max f=1.0000 min S=0.0000
MP1: M1=0.00000 M2=0.00000 M3=0.00000 min f=-0.0355 max f=1.0355 min S=-0.0629
cold: M1=0.00000 M2=0.00000 M3=-0.70711 min f=0.0000 max f=1.0833 min S=-0.1711
Lorentzian S(0), cutoff 1e2,1e3,1e4: 1.4659 2.1988 2.9317
Gauss one-state extrema, x0=1.8: 1.8000(min)
MP1 one-state extrema, x0=1.8: -1.2247(max) 1.2247(min) 1.8000(max)
t=1.0 eV alpha=2.0 eV/A u=0.1 A Delta=0.5 eV U=2.0 eV N=1.2
Nk=12 w=0.166667 sigma=0.2 eV (FD T=2321 K) k_a=75 deg k_b=105 deg
FD: mu=-0.64831 eV m=-0.26919 E=-1.715003 eV S=0.641724 F=-1.843348 eV
  a: eps=-1.04635 eV x=1.99019 f=0.87976 d=0.10578 S=0.36740
  b: eps=-0.71019 eV x=0.30939 f=0.57674 d=0.24411 S=0.68132
  dE/df_a=-0.174391 w*eps_a=-0.174391 dE/dh=-0.056027 dF/dh=-3e-12 eV
  F''=0.4517 eV  E''=3.35e-05 eV  w*sigma*(1/d_a+1/d_b)=0.4517 eV
  HF=-0.411786 dF/du=-0.411786 dE/du=-0.206172 extra=0.205614 eV/A
  dF/dsigma=-0.641724  -S=-0.641724
Gauss: mu=-0.67672 eV m=-0.25849 E=-1.769776 eV S=0.098671 F=-1.789511 eV
  a: eps=-1.04754 eV x=1.85409 f=0.99563 d=0.01813 S=0.00907
  b: eps=-0.71169 eV x=0.17483 f=0.59764 d=0.54721 S=0.27360
  dE/df_a=-0.174590 w*eps_a=-0.174590 dE/dh=-0.055975 dF/dh=-4e-10 eV
  F''=1.8992 eV  E''=3.46e-05 eV  w*sigma*(1/d_a+1/d_b)=1.8992 eV
  control, FD entropy with Gaussian f: dF/dh=0.11179 eV
  HF=-0.321507 dF/du=-0.321507 dE/du=-0.305374 extra=0.016133 eV/A
  force -dF/du=0.5151 nN
  dF/dsigma=-0.098671  -S=-0.098671
MP1: mu=-0.68806 eV m=-0.25760 E=-1.774607 eV S=0.024790 F=-1.779565 eV
  a: eps=-1.04764 eV x=1.79789 f=1.01451 d=-0.03857 S=-0.03042
  b: eps=-0.71181 eV x=0.11876 f=0.59972 d=0.82659 S=0.13515
  dE/df_a=-0.174607 w*eps_a=-0.174607 dE/dh=-0.055971 dF/dh=-4e-12 eV
  F''=-0.8239 eV  E''=3.47e-05 eV  w*sigma*(1/d_a+1/d_b)=-0.8239 eV
  HF=-0.313945 dF/du=-0.313945 dE/du=-0.340565 extra=-0.026621 eV/A
  dF/dsigma=-0.024790  -S=-0.024790
cold: mu=-0.67177 eV m=-0.25750 E=-1.776997 eV S=0.012472 F=-1.779491 eV
  a: eps=-1.04765 eV x=1.87942 f=1.05227 d=-0.09391 S=-0.11833
  b: eps=-0.71183 eV x=0.20030 f=0.54534 d=0.74917 S=0.15639
  dE/df_a=-0.174609 w*eps_a=-0.174609 dE/dh=-0.055971 dF/dh=-6e-13 eV
  F''=-0.3104 eV  E''=3.48e-05 eV  w*sigma*(1/d_a+1/d_b)=-0.3104 eV
  HF=-0.312307 dF/du=-0.312307 dE/du=-0.337986 extra=-0.025678 eV/A
  dF/dsigma=-0.012472  -S=-0.012472
unsmeared: kF=108 deg E0=-1.78081721 eV deps/dk=0.71627 eV g=0.88880 /eV
dense mesh Nk=2000, sigma=0.02 eV, exponent p from sigma=0.01 and 0.02 eV
  FD: F-E0=-5.852e-04 E-E0=5.860e-04 mean=3.8e-07 g*M2*s^2/2=5.848e-04 eV p=2.00
  Gauss: F-E0=-8.889e-05 E-E0=8.890e-05 mean=6.1e-09 g*M2*s^2/2=8.888e-05 eV p=2.00
  MP1: F-E0=6.668e-09 E-E0=-2.002e-08 mean=-6.7e-09 g*M2*s^2/2=0.000e+00 eV p=4.00
  cold: F-E0=2.908e-07 E-E0=-5.954e-07 mean=-1.5e-07 g*M2*s^2/2=0.000e+00 eV p=3.03
```
